# Overlap Factors for Hole Scattering in the Spherical Luttinger Model: verification in Python

```python
"""Overlap factors for hole scattering in the spherical Luttinger model.

Result under test: for a scalar, slowly varying potential the squared spinor
overlap, summed over the final doublet, is
    intraband (1 + 3 cos^2 theta)/4,   interband (3/4) sin^2 theta,
for every initial state of the doublet. theta: angle between wave vectors.
J: spin-3/2 matrices; g1, g2, g3: Luttinger parameters (spherical: g3 = g2).
Hole energies are positive, so heavy holes are the two lowest states.
Overlaps are computed from numerically diagonalized Hamiltonians.
"""
import numpy as np
from scipy.constants import hbar, m_e, e

m = np.array([1.5, 0.5, -0.5, -1.5])
J_plus = np.diag(np.sqrt(15 / 4 - m[1:] * (m[1:] + 1)), 1).astype(complex)
J = [(J_plus + J_plus.conj().T) / 2,
     (J_plus - J_plus.conj().T) / 2j,
     np.diag(m).astype(complex)]
ONE = np.eye(4)
HEAVY, LIGHT = slice(0, 2), slice(2, 4)
g1, g2 = 7.0, 2.0


def hamiltonian(k, g3=g2):
    """Luttinger matrix in units of hbar^2/(2 m0)."""
    H = g1 * np.dot(k, k) * ONE.astype(complex)
    for i in range(3):
        H -= 2 * g2 * k[i]**2 * (J[i] @ J[i] - 1.25 * ONE)
        for j in range(i):
            H -= 2 * g3 * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return H


def states(k, band, g3=g2):
    return np.linalg.eigh(hamiltonian(np.asarray(k, float), g3))[1][:, band]


def summed_overlap(k, kp, band, band_p, g3=g2):
    """2x2 matrix over the initial doublet, final doublet summed."""
    M = states(kp, band_p, g3).conj().T @ states(k, band, g3)
    return M.conj().T @ M


def factor(k, kp, band, band_p, g3=g2):
    return np.trace(summed_overlap(k, kp, band, band_p, g3)).real / 2


def Q(n):
    """Quadrupole operator (n.J)^2 - 5/4 for the direction of n."""
    n = np.asarray(n, float) / np.linalg.norm(n)
    nJ = sum(n[i] * J[i] for i in range(3))
    return nJ @ nJ - 1.25 * ONE


def direction(theta):
    return np.array([np.sin(theta), 0.0, np.cos(theta)])


def intra(c):
    return (1 + 3 * c**2) / 4


def inter(c):
    return 0.75 * (1 - c**2)


z = direction(0.0)

# Spherical form of the Hamiltonian, factors and operator identities
rng = np.random.default_rng(5)
largest_error = 0.0
for _ in range(100):
    k, kp = rng.normal(size=3), 2 * rng.normal(size=3)
    kJ = sum(k[i] * J[i] for i in range(3))
    H_sph = (g1 + 2.5 * g2) * np.dot(k, k) * ONE - 2 * g2 * kJ @ kJ
    assert np.allclose(H_sph, hamiltonian(k), atol=1e-10)
    c = np.dot(k, kp) / np.linalg.norm(k) / np.linalg.norm(kp)
    for b in (HEAVY, LIGHT):
        for bp in (HEAVY, LIGHT):
            expected = intra(c) if b == bp else inter(c)
            err = abs(summed_overlap(k, kp, b, bp) - expected * np.eye(2)).max()
            largest_error = max(largest_error, err)
    p = (3 * c**2 - 1) / 2
    assert np.allclose(Q(k) @ Q(k), ONE, atol=1e-10)
    assert np.allclose(Q(k) @ Q(kp) + Q(kp) @ Q(k), 2 * p * ONE, atol=1e-10)
    for sign in (1, -1):
        P = (ONE + sign * Q(k)) / 2
        assert np.allclose(P @ Q(kp) @ P, sign * p * P, atol=1e-10)
assert largest_error < 1e-10

# Individual helicity amplitudes, from eigenvectors of the helicity operator
def helicity_probabilities(theta):
    n = direction(theta)
    vec = np.linalg.eigh(sum(n[i] * J[i] for i in range(3)))[1][:, ::-1]
    return abs(vec.conj().T)**2  # rows: final helicity, columns: initial m


for th in np.linspace(0.1, 3.0, 9):
    pr = helicity_probabilities(th)
    c, ch, sh = np.cos(th), np.cos(th / 2), np.sin(th / 2)
    assert np.allclose([pr[0, 0], pr[3, 0]], [ch**6, sh**6], atol=1e-10)
    assert np.allclose([pr[1, 1], pr[2, 1]],
                       [ch**2 * (3*c - 1)**2 / 4, sh**2 * (3*c + 1)**2 / 4],
                       atol=1e-10)

# Masses, wave numbers and densities of states from the computed bands
energy = 0.025 * e
unit_levels = np.linalg.eigvalsh(hamiltonian(z))
mass_h, mass_l = 1 / unit_levels[0], 1 / unit_levels[3]
assert np.isclose(mass_h, 1 / (g1 - 2 * g2))
assert np.isclose(mass_l, 1 / (g1 + 2 * g2))
k_h, k_l = [np.sqrt(2 * mu * m_e * energy) / hbar * 1e-9
            for mu in (mass_h, mass_l)]


def density(k, level):
    """k^2/(dE/dk), proportional to the density of states."""
    d = 1e-4 * k
    up, down = [np.linalg.eigvalsh(hamiltonian(q * z))[level]
                for q in (k + d, k - d)]
    return k**2 * 2 * d / (up - down)


dos_ratio = density(k_l, 3) / density(k_h, 0)
assert np.isclose(dos_ratio, (mass_l / mass_h)**1.5, rtol=1e-7)

# Angular averages with numerically computed overlaps
x, w = np.polynomial.legendre.leggauss(60)
w = w / 2
G_hh = np.array([factor(z, direction(np.arccos(c)), HEAVY, HEAVY) for c in x])
G_hl = np.array([factor(z, direction(np.arccos(c)), HEAVY, LIGHT) for c in x])
mean_hh, mean_hl = w @ G_hh, w @ G_hl
in_hh, in_hl = w @ (G_hh * x), w @ (G_hl * x)
assert np.allclose([mean_hh, mean_hl], 0.5, atol=1e-10)
assert np.allclose([in_hh, in_hl], 0.0, atol=1e-10)
acoustic_rate = mean_hh + mean_hl * dos_ratio
share_from_heavy = mean_hl * dos_ratio / acoustic_rate
share_from_light = mean_hl / acoustic_rate

# Piezoelectric scattering, squared potential proportional to 1/q^2
q2_hh = 2 * k_h**2 * (1 - x)
loss_with = w @ (G_hh * (1 - x) / q2_hh)
loss_without = w @ ((1 - x) / q2_hh)
assert np.isclose(loss_with / loss_without, 0.5, atol=1e-10)
piezo_inter = w @ (G_hl / (k_h**2 + k_l**2 - 2 * k_h * k_l * x))
A = (k_h**2 + k_l**2) / (2 * k_h * k_l)
closed = 3 / (16 * k_h * k_l) * (2*A + (1 - A**2) * np.log((A + 1) / (A - 1)))
assert np.isclose(piezo_inter, closed, rtol=1e-9)
piezo_ratio = dos_ratio * piezo_inter / loss_with

# Shear deformation coupling a + b Q(q) changes the intraband factor
a, b = 1.0, 0.5


def shear_factor(theta):
    kp = direction(theta)
    W = a * ONE + b * Q(kp - z)
    M = states(kp, HEAVY).conj().T @ W @ states(z, HEAVY)
    return np.sum(abs(M)**2) / 2


for th in np.linspace(0.2, 3.0, 8):
    c = np.cos(th)
    p, t = (3 * c**2 - 1) / 2, (1 - 3 * c) / 4
    formula = (a*a*(1 + p) + 4*a*b*t + b*b*(1 - p + 2*t*t)) / 2
    assert np.isclose(shear_factor(th), formula, atol=1e-10)
shear_90 = shear_factor(np.pi / 2)
assert abs(shear_90 - intra(0.0)) > 0.1

# Warping makes the factor depend on crystal direction at fixed angle
g3_warped = 3.0
warp_axes = factor([1, 0, 0], [0, 1, 0], HEAVY, HEAVY, g3_warped)
warp_diag = factor([1, 1, 0], [1, -1, 0], HEAVY, HEAVY, g3_warped)
assert abs(warp_axes - warp_diag) > 0.05

print(f"gamma1, gamma2 (dimensionless): {g1:.1f}, {g2:.1f}")
print(f"hole energy: {energy / e * 1e3:.1f} meV")
print(f"heavy, light mass: {mass_h:.4f}, {mass_l:.4f} m0")
print(f"heavy, light wave number: {k_h:.4f}, {k_l:.4f} 1/nm")
print(f"density-of-states ratio light/heavy: {dos_ratio:.4f}")
print(f"largest factor error, 100 random pairs: {largest_error:.1e}")
print("theta (deg), heavy-heavy, light-light, heavy-light factors:")
for deg in (0, 30, 60, 90, 120, 150, 180):
    n = direction(np.radians(deg))
    vals = [factor(z, n, i, f) for i, f in
            ((HEAVY, HEAVY), (LIGHT, LIGHT), (HEAVY, LIGHT))]
    print(f"{deg:4d}  " + "  ".join(f"{abs(v):.4f}" for v in vals))
pr = helicity_probabilities(np.pi / 3)
print(f"60 deg, 3/2 to 3/2 and -3/2: {pr[0, 0]:.4f}, {pr[3, 0]:.4f}")
print(f"60 deg, 1/2 to 1/2 and -1/2: {pr[1, 1]:.4f}, {pr[2, 1]:.4f}")
print(f"angular mean, intraband and interband: {mean_hh:.4f}, {mean_hl:.4f}")
print("acoustic rate / heavy-only rate with unit overlap: "
      f"{acoustic_rate:.4f}")
print(f"acoustic interband share, from heavy: {share_from_heavy:.4f}")
print(f"acoustic interband share, from light: {share_from_light:.4f}")
print("piezo heavy intraband momentum loss, with/without overlap: "
      f"{loss_with / loss_without:.4f}")
print(f"piezo parameter A: {A:.4f}")
print(f"piezo intraband momentum-loss average: {loss_with:.4f} nm^2")
print(f"piezo interband out-scattering average: {piezo_inter:.4f} nm^2")
print("piezo heavy-light out rate / heavy intraband momentum-loss rate: "
      f"{piezo_ratio:.4f}")
print(f"shear coupling b/a: {b / a:.2f}")
print(f"90 deg heavy-heavy factor with shear (a=1): {shear_90:.4f}")
print(f"warped model gamma3: {g3_warped:.1f}")
print(f"warped 90 deg heavy-heavy, [100] to [010]: {warp_axes:.4f}")
print(f"warped 90 deg heavy-heavy, [110] to [1-10]: {warp_diag:.4f}")
print("all good")
```

Running it gives:

```
gamma1, gamma2 (dimensionless): 7.0, 2.0
hole energy: 25.0 meV
heavy, light mass: 0.3333, 0.0909 m0
heavy, light wave number: 0.4677, 0.2442 1/nm
density-of-states ratio light/heavy: 0.1424
largest factor error, 100 random pairs: 1.4e-15
theta (deg), heavy-heavy, light-light, heavy-light factors:
   0  1.0000  1.0000  0.0000
  30  0.8125  0.8125  0.1875
  60  0.4375  0.4375  0.5625
  90  0.2500  0.2500  0.7500
 120  0.4375  0.4375  0.5625
 150  0.8125  0.8125  0.1875
 180  1.0000  1.0000  0.0000
60 deg, 3/2 to 3/2 and -3/2: 0.4219, 0.0156
60 deg, 1/2 to 1/2 and -1/2: 0.0469, 0.3906
angular mean, intraband and interband: 0.5000, 0.5000
acoustic rate / heavy-only rate with unit overlap: 0.5712
acoustic interband share, from heavy: 0.1247
acoustic interband share, from light: 0.8753
piezo heavy intraband momentum loss, with/without overlap: 0.5000
piezo parameter A: 1.2185
piezo intraband momentum-loss average: 1.1430 nm^2
piezo interband out-scattering average: 2.1559 nm^2
piezo heavy-light out rate / heavy intraband momentum-loss rate: 0.2686
shear coupling b/a: 0.50
90 deg heavy-heavy factor with shear (a=1): 0.7031
warped model gamma3: 3.0
warped 90 deg heavy-heavy, [100] to [010]: 0.2500
warped 90 deg heavy-heavy, [110] to [1-10]: 0.1290
all good
```
